# Mean and variance of an implant profile with a channelled subpopulation

When boron is implanted into crystalline silicon with the beam tilted away from the main channels, most of the ions collide with lattice atoms soon after entry and stop in a fairly compact layer. Some are steered between rows or planes of atoms, lose energy more slowly and stop much deeper. A measured depth profile adds the two kinds of ion together. Its mean and standard deviation summarise its position and width, and the question is how they depend on the two groups. The answer for the variance contains more than the average of the group variances, because the groups are centred at different depths.

## The two-group profile

Depth $x$ is measured from the surface along the inward normal. Every stopped ion carries one of two labels, random (r) or channelled (c). Let $w$ be the channelled fraction of the stopped ions, and let $f_r(x)$ and $f_c(x)$ be the depth densities of the groups, each with unit integral. Of $N$ ions, $N(1-w)f_r\,dx+Nwf_c\,dx$ stop between $x$ and $x+dx$. Division by $N\,dx$ gives

$$f(x)=(1-w)f_r(x)+w f_c(x),\qquad \int f\,dx=1 .$$

The group means are $m_r$ and $m_c$, the group variances $s_r^2$ and $s_c^2$, and the separation is $\Delta=m_c-m_r$. The second moments are assumed finite; nothing else is assumed about the shapes. The densities are added, not the depths: each ion has one depth and belongs to one group.

The result to be derived is

$$m=(1-w)m_r+w m_c,$$

$$s^2=(1-w)s_r^2+w s_c^2+w(1-w)\Delta^2 .$$

## First derivation: distances from the overall mean

Multiplying $f$ by $x$ and integrating gives the mean,

$$m=(1-w)\int x f_r\,dx+w\int x f_c\,dx=(1-w)m_r+w m_c=m_r+w\Delta .$$

The group means therefore lie at

$$m_r-m=-w\Delta,\qquad m_c-m=m_r+\Delta-(m_r+w\Delta)=(1-w)\Delta$$

from the overall mean. For either group $i$, write $x-m=(x-m_i)+(m_i-m)$ and square:

$$\int (x-m)^2f_i\,dx=\int(x-m_i)^2f_i\,dx+2(m_i-m)\int(x-m_i)f_i\,dx+(m_i-m)^2 .$$

The first integral is $s_i^2$. The second is $m_i-m_i=0$, by the definition of the group mean. The last term uses $\int f_i\,dx=1$. Weighting the two groups by their fractions gives

$$s^2=(1-w)\left[s_r^2+w^2\Delta^2\right]+w\left[s_c^2+(1-w)^2\Delta^2\right].$$

The terms in $\Delta^2$ combine as

$$(1-w)w^2+w(1-w)^2=w(1-w)\left[w+(1-w)\right]=w(1-w),$$

which is the stated result.

This route also shows which ions carry the separation term. The channelled group supplies $w(1-w)^2\Delta^2$ and the random group $(1-w)w^2\Delta^2$, in the ratio $(1-w)/w$. When channelled ions are the minority, they supply the larger part, because the overall mean lies closer to the random group.

## Second derivation: distances between pairs of ions

The variance can also be found without using the overall mean. Draw two depths $x$ and $x'$ independently from $f$, and let angle brackets denote averages over such draws. Since $\langle xx'\rangle=\langle x\rangle\langle x'\rangle=m^2$,

$$\tfrac12\langle(x-x')^2\rangle=\tfrac12\left(\langle x^2\rangle+\langle x'^2\rangle-2m^2\right)=\langle x^2\rangle-m^2=s^2 .$$

The pairs fall into three classes.

- Both ions are random, with probability $(1-w)^2$. The same identity, applied inside the group, gives a mean square distance $2s_r^2$.
- Both are channelled, with probability $w^2$ and mean square distance $2s_c^2$.
- One is of each kind, with probability $2w(1-w)$, since either draw may be the channelled one.

For a mixed pair, let $u$ be the deviation of the channelled ion from $m_c$ and $v$ that of the random ion from $m_r$. Their distance is $\Delta+u-v$, and

$$\langle(\Delta+u-v)^2\rangle=\Delta^2+\langle u^2\rangle+\langle v^2\rangle+2\Delta\langle u\rangle-2\Delta\langle v\rangle-2\langle uv\rangle .$$

The averages of $u$ and $v$ vanish, and independence gives $\langle uv\rangle=\langle u\rangle\langle v\rangle=0$. What remains is $\Delta^2+s_c^2+s_r^2$. Half the weighted sum over the three classes is

$$s^2=(1-w)^2s_r^2+w^2s_c^2+w(1-w)\left(s_r^2+s_c^2+\Delta^2\right).$$

The coefficient of $s_r^2$ is $(1-w)[(1-w)+w]=1-w$, that of $s_c^2$ is $w[w+(1-w)]=w$, and that of $\Delta^2$ is $w(1-w)$. The earlier result follows. In this picture the separation term comes from mixed pairs alone, and the factor $w(1-w)$ is half the probability of drawing one.

## What each derivation assumes

Both need normalised densities and finite second moments. Neither needs Gaussian groups, groups that do not overlap, or a profile with two visible peaks.

The first derivation uses the linearity of the integral and the definition of a mean. It needs no statement about independence, and it gives the mean along the way. The second, as written, uses independent draws. This is a condition on how pairs are selected from the finished profile, not on the physics: ions may have influenced one another through lattice damage, and two draws from the resulting density can still be independent.

The difference matters for a finite list of $N$ depths. The first derivation holds for the list itself if all variances are defined by dividing by the number of ions. In the second, an ion must be allowed to pair with itself. If such pairs are excluded, the sum of squared distances is unchanged, since they contribute zero, but the number of ordered pairs falls from $N^2$ to $N(N-1)$. Half the mean square distance is then $s^2N/(N-1)$.

## Dependence on the channelled fraction

With $S=s_c^2-s_r^2$, the variance is

$$s^2(w)=s_r^2+w(S+\Delta^2)-w^2\Delta^2 .$$

It reduces to $s_r^2$ at $w=0$ and to $s_c^2$ at $w=1$. For $\Delta=0$ it is the weighted average of the group variances. For small $w$ the increase over $s_r^2$ is approximately $w(S+\Delta^2)$, so a small deep group can matter.

For $\Delta\neq0$ and fixed group moments, setting the derivative $S+\Delta^2-2w\Delta^2$ to zero gives

$$w_*=\frac12+\frac{S}{2\Delta^2}.$$

The second derivative is $-2\Delta^2<0$, so this is a maximum. It lies strictly between 0 and 1 when $|S|<\Delta^2$, and the whole profile is then broader at $w_*$ than either group. Otherwise the greatest variance on the interval is at an end, where one group is absent.

## A boron implant in silicon

Take rough values for boron at about 10 keV: $m_r=40$ nm, $s_r=18$ nm, $m_c=100$ nm, $s_c=40$ nm and $w=0.20$. Then $\Delta=60$ nm and

$$m=0.80(40)+0.20(100)=52\ \text{nm},$$

$$s^2=0.80(18)^2+0.20(40)^2+0.20(0.80)(60)^2$$

$$=259.2+320.0+576.0=1155.2\ \text{nm}^2 .$$

The standard deviation is 34.0 nm. Without the separation term it would be 24.1 nm, so that term is half of the variance. Direct integration of the two-Gaussian density gives the same mean and variance to the digits shown. The greatest standard deviation, with the group moments held fixed, is 44.4 nm at $w_*=0.677$; it exceeds the 40 nm of the channelled group.

For a junction, let the dose be $Q=10^{14}$ cm$^{-2}$ in n-type silicon with a uniform donor concentration $N_B=10^{17}$ cm$^{-3}$, and let all the boron be active. The junction lies where $Qf=N_B$. At the deep edge the random group is negligible, and the channelled Gaussian gives

$$x_j\simeq m_c+s_c\sqrt{2\ln\frac{wQ}{\sqrt{2\pi}\,s_cN_B}}=198\ \text{nm}.$$

A single Gaussian with the same overall mean and variance gives

$$x_j=m+s\sqrt{2\ln\frac{Q}{\sqrt{2\pi}\,sN_B}}=157\ \text{nm},$$

which is 41 nm too shallow relative to the two-group profile. About 6 % of this single Gaussian lies outside the solid. A Gaussian cut at the surface, with its centre and width chosen to match the mean and variance of the part of the two-group profile inside the solid, puts the junction at 172 nm, so the error falls to 26 nm but does not vanish. Two correct moments do not fix the tail. Replacing the channelled Gaussian by a gamma density, which has a longer deep tail, with the same mean and variance leaves $m$ and $s$ unchanged but moves the junction to 210 nm.

## The labels and the physical history

A channelled ion may be scattered out of its channel before it stops. It can then be labelled by how it entered or by how it ended. The density $f$ does not know about the labels, so its variance cannot depend on them, but $w$, $\Delta$ and the separation term can.

A simple path model shows this. A fraction $p=0.30$ of the ions enters channels, and the distance to escape is exponentially distributed with mean $\lambda=50$ nm. An ion that never escapes stops at $L=100$ nm, and a random ion at $R=40$ nm, apart from a common Gaussian scatter of 18 nm. An ion that travels a distance $q\le L$ in a channel has used the fraction $q/L$ of its range, so its depth before scatter is

$$q+R(1-q/L)=R+(1-R/L)q .$$

The probability of travelling beyond $q<L$ in the channel is $e^{-q/\lambda}$. Integrating this probability gives the mean path,

$$\langle q\rangle=\int_0^L e^{-q/\lambda}dq=\lambda(1-e^{-L/\lambda}).$$

With entry labels, $\Delta=(1-R/L)\langle q\rangle=25.9$ nm, and the separation term is $0.30(0.70)\Delta^2=141$ nm$^2$. With final labels, the channelled fraction is $pe^{-L/\lambda}=0.041$ and the separation term is 115 nm$^2$. Both labellings give a total variance of 584 nm$^2$; a simulation of one million ions gives 586 nm$^2$. The share of variance due to separation therefore has a meaning only after the labels have been defined. Two curves fitted to a measured profile need not coincide with either set of labels.

## Damage during the implant

Damage can close channels as the dose accumulates. Let $w(\phi)$ be the channelled fraction when the dose has reached $\phi$, and keep the group shapes fixed. The final density is the average over dose,

$$f=\frac1Q\int_0^Q\left[(1-w(\phi))f_r+w(\phi)f_c\right]d\phi=(1-W)f_r+Wf_c,$$

where $W$ is the dose average of $w(\phi)$. The formula therefore holds with $W$ in place of $w$. Averaging the variances of the dose slices would instead give the separation term

$$\overline{w(1-w)}\,\Delta^2=\left[W-W^2-\mathrm{Var}(w)\right]\Delta^2,$$

because $\overline{w^2}=W^2+\mathrm{Var}(w)$. The missing $\mathrm{Var}(w)\Delta^2$ is the spread of the slice means. In the pair derivation, the same error results from drawing both ions from one slice, which makes the draws dependent.

For an assumed decay $w=w_0e^{-\phi/\phi_d}$ with $\phi_d=2\times10^{14}$ cm$^{-2}$ and $W=0.20$, the fraction falls from 0.25 to 0.15 during the implant. The missing variance is 3 nm$^2$, about 0.3 % of the total. Doubling the dose has a larger effect: $W$ becomes 0.16, the mean 49.6 nm and the standard deviation 31.9 nm.

## Annealing and the surface

Let the diffusivity $K$ be constant in an unbounded medium, so that $\partial f_i/\partial t=K\,\partial^2f_i/\partial x^2$ for each group. Multiplying by $x$ or by $(x-m_i)^2$ and integrating by parts, with vanishing boundary terms, gives

$$\frac{dm_i}{dt}=0,\qquad \frac{ds_i^2}{dt}=2K .$$

Both group variances grow by $2Kt$, and so does the total, since $(1-w)2Kt+w2Kt=2Kt$. The separation term stays the same.

A sealed surface at $x=0$ changes this. There $\partial f/\partial x=0$, but $f(0,t)$ need not vanish. For a normalised profile, integration by parts gives

$$\frac{dm}{dt}=K\left[x\frac{\partial f}{\partial x}-f\right]_0^\infty=Kf(0,t),$$

$$\frac{d\langle x^2\rangle}{dt}=K\left[x^2\frac{\partial f}{\partial x}-2xf\right]_0^\infty+2K=2K .$$

Hence $ds^2/dt=2K-2mKf(0,t)$. The mean moves inward, and the variance grows more slowly than in the unbounded medium.

The starting Gaussians put 1.2 % of the ions outside the solid. Removing that part and normalising the rest changes the mean to 52.7 nm and the standard deviation to 33.6 nm. The mixture formula still holds if $w$ and the group moments are those of the retained ions.

For 10 s at 1273 K, a rough intrinsic diffusivity of $1.5\times10^{-14}$ cm$^2$/s gives $2Kt=30$ nm$^2$. With the sealed surface the added variance is 27 nm$^2$, and the junction moves deeper by less than 1 nm. The hole density $p_h$ at the initial peak follows from neutrality, $p_h=C+n_i^2/p_h$, with the donors neglected. This gives $p_h=C/2+\sqrt{C^2/4+n_i^2}$. For the peak boron concentration $C=1.84\times10^{19}$ cm$^{-3}$ and a rough intrinsic carrier density $n_i=10^{19}$ cm$^{-3}$, $p_h/n_i$ is about 2.3; a common empirical value $n_i\approx7\times10^{18}$ cm$^{-3}$ would make it 2.9. If the diffusivity is proportional to the hole density, it is larger than the intrinsic value by this factor at the peak. The built-in electric field speeds the spreading of the charged acceptors further. The 27 nm$^2$ above leaves out both effects. With $n_i=10^{19}$ cm$^{-3}$ the added variance becomes about 37 nm$^2$ with the hole-dependent diffusivity and about 48 nm$^2$ with the field as well. The junction still moves by less than 1 nm, since the doping there is far below $n_i$. Defects left by the implant can raise the diffusivity further for a time. An assumed transient diffusion length $\sqrt{2Kt}=20$ nm would add 400 nm$^2$ without a surface. With the sealed surface it adds 283 nm$^2$, and the junction lies at 207 nm.

## The model beside a real implant

The group means and widths are rough values for the named implant, and the channelled fraction depends strongly on beam alignment and on any amorphous surface layer. The anneal is long compared with the spike anneals used for shallow junctions. Real channelled tails need not be Gaussian, and real boron diffusion is neither uniform nor constant in time. In this example the change of tail shape moves the junction by 12 nm and the assumed transient diffusion by about 10 nm, each relative to the 198 nm of the Gaussian two-group profile. These are estimates of sensitivity, not bounds; incomplete activation and boron clustering are left out. The values behind these comparisons are in the numerical output below.

## Numbers as computed

```
random mean, sd: 40.0, 18.0 nm
channelled mean, sd: 100.0, 40.0 nm
channelled fraction: 0.20; separation: 60.0 nm
dose: 1.0e+14 cm^-2; background: 1.0e+17 cm^-3
overall mean, formula: 52.00 nm
overall mean, quadrature: 52.00 nm
random within term: 259.2 nm^2
channelled within term: 320.0 nm^2
separation term: 576.0 nm^2
overall variance, formula: 1155.2 nm^2
overall variance, quadrature: 1155.2 nm^2
separation share of variance: 49.9 %
overall sd: 33.99 nm
sd without separation term: 24.07 nm
fraction of greatest variance: 0.677
greatest sd: 44.44 nm
junction, two groups: 197.9 nm
junction, random group alone: 97.9 nm
junction, matched Gaussian: 156.9 nm
junction, skewed channelled tail: 210.0 nm
peak concentration: 1.84e+19 cm^-3
path model entry fraction: 0.30
path model escape length: 50.0 nm
path model final channelled fraction: 0.0406
path model mean, formula: 47.78 nm
path model mean, simulated: 47.77 nm
path model variance, formula: 584.2 nm^2
path model variance, simulated: 585.7 nm^2
separation term, entry labels: 141.3 nm^2
separation term, final labels: 115.4 nm^2
assumed damage dose: 2.0e+14 cm^-2
channelled fraction at start: 0.2541
channelled fraction at end: 0.1541
variance missed by slice average: 2.99 nm^2
average fraction at doubled dose: 0.1607
mean, sd at doubled dose: 49.64, 31.85 nm
Gaussian part outside solid: 1.17 %
truncated mean, sd: 52.70, 33.56 nm
anneal: 1273 K for 10 s
rough intrinsic diffusivity: 1.52e-14 cm^2/s
intrinsic added variance, no surface: 30.5 nm^2
rough intrinsic carrier density: 1.0e+19 cm^-3
hole enhancement factor at peak: 2.28
assumed transient length: 20.0 nm
transient added variance, no surface: 400.0 nm^2
sealed intrinsic mean: 52.74 nm
sealed intrinsic sd: 33.96 nm
sealed intrinsic added variance: 26.7 nm^2
sealed intrinsic junction: 198.6 nm
sealed transient mean: 53.80 nm
sealed transient sd: 37.54 nm
sealed transient added variance: 282.6 nm^2
sealed transient junction: 207.4 nm
```
